Bound state at a bulge in a square hard-wall wire

**Problem.** An electron of isotropic mass m = 0.2 mₑ moves along z in a hard-wall wire with a square cross-section of side W = 5 nm. Over a length L = 5 nm one side wall stands further out by δ = 0.25 nm, so that the x-width is W' = W + δ there, while the y-width stays W. Find the energy of the bound state in the adiabatic approximation, and decide whether the weak-binding formula may be used for it.

Throughout, A = ħ²/(2m) = 190.5 meV nm², and the binding energy B is counted downwards from the lowest subband edge of the uniform wire.

**A tempting solution**

The lowest level of a hard-wall width W is

E₁ = Aπ²/W² = 75.21 meV,

and the x and y motions together put the subband edge at 2E₁ = 150.41 meV. In the bulge the x-level falls to Aπ²/W'² = 68.21 meV. Along z the electron therefore sees a square well of length L and depth

V₀ = Aπ²(1/W² − 1/W'²) = 6.99 meV.

This depth is less than a tenth of E₁, so the well is called weak, and the one-dimensional weak-binding formula is applied:

B_w = (V₀L)²/(4A) = (6.992 × 5)²/(4 × 190.5) = 1.60 meV.

**Where it goes wrong**

The well is right, within the adiabatic approximation. The fault is the criterion of weakness. E₁ belongs to the transverse motion, which has already been used up in forming V₀, and it does not appear in the equation along z:

−A f'' − V₀ f = −B f for |z| < L/2,
−A f'' = −B f for |z| > L/2.

The only energy that V₀ can be compared with here is the kinetic scale set by the length of the well, 4A/L² = 30.5 meV. The strength of the well is

s = V₀L²/(4A) = 0.229,

which is not very small.

To see what the formula drops, take the decaying outer solution f ∝ exp(−κ|z|), with B = Aκ². The slopes at the two ends of the well are ∓κf(L/2). Integrating the inner equation over the well gives

2κ f(L/2) = [(V₀ − B)/A] ∫f dz, integrated from −L/2 to L/2.

The weak-binding formula follows from two replacements: V₀ − B becomes V₀, and f inside becomes its edge value f(L/2). Then 2κ = V₀L/A, and Aκ² = (V₀L)²/(4A). The first replacement makes κ too large. The second makes it too small, since f is higher inside than at the edge. The solution below shows how far they cancel.

**Solution of the well**

The lowest state is even, f = cos kz inside, with k² = (V₀ − B)/A. Continuity of f'/f at z = L/2 gives

k tan(kL/2) = κ, k² + κ² = V₀/A.

Let ξ = kL/2, η = κL/2 and ξ₀ = √s = (L/2)√(V₀/A). Then

ξ tan ξ = η, ξ² + η² = ξ₀².

Inserting the first relation into the second gives ξ²(1 + tan²ξ) = ξ²/cos²ξ = ξ₀², hence

cos ξ = ξ/ξ₀, η = ξ tan ξ = ξ₀ sin ξ.

On 0 < ξ < π/2 the left side of the first equation falls from 1 to 0 while the right side rises from 0, so there is one root for any ξ₀ > 0. An odd state, f = sin kz, would need ξ cot ξ = −η < 0 and so ξ > π/2. The next even state would need ξ > π. Since ξ cannot exceed ξ₀, there is a single bound state when ξ₀ < π/2.

For the given wire:

ξ₀ = 2.5 × √(6.992/190.5) = 0.4790,
ξ = 0.4345, η = 0.2016,
κ = 2η/L = 0.0806 nm⁻¹,
B = Aκ² = 190.5 × (0.08064)² = 1.24 meV.

The adiabatic energy is therefore

E = 150.41 − 1.24 = 149.17 meV, with B = 1.24 meV = 1.98 × 10⁻²² J.

Diagonalizing the same well on a grid gives the same binding, 1.2388 meV to the digits printed.

The weak-binding value is 29 % above B. The two replacements can now be weighed. Keeping V₀ − B instead of V₀ multiplies κ by 1 − B/V₀ = 0.823. Using the true mean of f instead of its edge value multiplies κ by tan ξ/ξ = η/ξ² = 1.068. The product, 0.879, equals η/s, and its square is the ratio B/B_w = 0.772. The overestimate thus comes from neglecting the binding energy inside the well; using the edge value of f offsets part of it.

**How the formula fails as the well grows**

Since 2s/L = V₀L/(2A), the weak-binding formula is B_w = A(2s/L)², which is the true expression with η replaced by s. Hence

B_w/B = (s/η)².

From s = ξ²/cos²ξ and η = ξ sin ξ/cos ξ, the inequality η < s is the same as sin ξ cos ξ < ξ. This is sin 2ξ < 2ξ, true for every ξ > 0. For a square well the formula therefore overestimates the binding at any strength.

For small s, put x = ξ² = s − η² and expand ξ tan ξ:

η = x + x²/3 + 2x³/15 + …

With the trial series η = s + as² + bs³, one has η² = s² + 2as³, so that x = s − s² − 2as³, x² = s² − 2s³ and x³ = s³ to this order. Comparing powers:

s²: a = −1 + 1/3 = −2/3,
s³: b = −2a − 2/3 + 2/15 = 4/5.

Thus η = s − 2s²/3 + 4s³/5 − …, and

B_w/B = 1 + 4s/3 + …

Here 1 + 4s/3 = 1.31, close to the full ratio 1.29. Keeping η to order s² gives 1.15 meV, 7 % below B; keeping it to order s³ gives 1.27 meV, 2 % above.

With L held at 5 nm, the excess of B_w reaches 10 % at a widening of only 0.079 nm. A further shortcut, the linearized depth V₀ ≈ 2E₁δ/W = 7.52 meV, raises the weak-binding result to 1.86 meV, 50 % above B.

The opposite limit is a long bulge of fixed depth. Then ξ₀ grows, ξ tends to π/2, and B tends to V₀ − Aπ²/L², the depth less the confinement energy of a box of length L. This limit is approached slowly: at L = 15 nm the expression is still negative while B = 4.27 meV, and at L = 100 nm it gives 6.80 meV against 6.84 meV. The weak-binding formula instead grows as L². Because B_w/V₀ = s, it exceeds the depth of the well once s > 1, here for L above about 10.4 nm, which no bound state can do.

**How good is the adiabatic well?**

The bulge ends abruptly and is no longer than the wire is wide, so slow variation cannot justify the approximation. One rigorous statement survives. The y-motion separates, leaving a real function χ(x,z). Define f(z) by f² = ∫χ² dx. At each z the transverse kinetic energy is at least Aπ²f²/W(z)², where W(z) is the local x-width. Also ff' = ∫χ ∂χ/∂z dx, so the Cauchy–Schwarz inequality gives f'² ≤ ∫(∂χ/∂z)² dx. The full energy is therefore never below that of f in the adiabatic well: the adiabatic energy is a lower bound, and 1.24 meV is an upper bound on the binding.

To find the binding itself, write the energy of the x,z motion as Aε and expand χ in the transverse modes φₘ of the narrow part and Φₙ of the wide part:

outside: χ = Σ aₘ φₘ(x) exp[−κₘ(|z| − L/2)], κₘ² = (mπ/W)² − ε,
inside: χ = Σ bₙ Φₙ(x) cosh(qₙz)/cosh(qₙL/2), qₙ² = (nπ/W')² − ε.

At the step, χ is continuous across the opening and vanishes on the end wall of the bulge. With Cₘₙ = ∫φₘΦₙ dx over the opening, this gives bₙ = Σ Cₘₙaₘ. Continuity of the slope across the opening, projected on φₘ, gives

κₘaₘ + Σₙ Cₘₙ qₙ tanh(qₙL/2) bₙ = 0.

For n = 1, q₁ = ik and q₁ tanh(q₁L/2) = −k tan(kL/2). Keeping one mode on each side with C₁₁ = 1 returns the adiabatic condition. With 240 outer and 960 inner modes the binding is 1.02 meV, and halving both numbers changes it by less than 0.001 meV. A two-dimensional grid calculation, extrapolated from spacings of 0.125 and 0.0625 nm with an error taken as proportional to spacing^(4/3), also gives 1.02 meV.

Relative to this full result, the adiabatic binding is 21 % too large and the weak-binding value 57 % too large. The total energy moves only from 149.17 to 149.39 meV, so a small error in the total energy says little about the binding.

The loss can be expressed as a shortening: the adiabatic well must be cut by 0.573 nm to give the full binding. The same cut is found for L = 5, 10 and 15 nm, as expected if the loss arises at the two ends, where χ must vanish on the end walls. The binding lost falls from 18 % to 6 % and 3 % of the adiabatic value. For bulges shorter than the wire width the cut is no longer constant: it is 0.56 nm at L = 2.5 nm and 0.52 nm at L = 1.5 nm. If both side walls move out by δ/2 instead, the adiabatic answer is unchanged but the full binding is 1.12 meV. The adiabatic well cannot distinguish these two shapes.

**Reading the numbers for a real wire**

The probability of finding the electron outside the bulge follows from two integrals of f². The outer one is cos²ξ/κ. The inner one is L/2 + sin ξ cos ξ/k, and since 1/k = tan ξ/κ, this is L/2 + sin²ξ/κ. Their sum is L/2 + 1/κ, so

P_out = cos²ξ/(1 + κL/2) = 0.68.

The amplitude decays over 1/κ = 12.4 nm, so the state is mostly in the uniform wire. These and the estimates below use the adiabatic state. The full state, bound by 1.02 meV (12 K), has P_out = 0.705 and decays over 13.7 nm.

The dimensions and the mass are in the rough range of a silicon nanowire transistor, but silicon's mass is anisotropic, roughly 0.2 mₑ and 0.9 mₑ. The three orientations below are those of a ⟨100⟩ wire with {100} walls. In a ⟨110⟩ wire four of the six valleys have other masses, about 0.33 mₑ across the wire in the [1-10] direction and 0.55 mₑ along it, with an edge near 121 meV. With the heavy mass along the widened direction and 0.2 mₑ along the wire, the adiabatic binding drops to 0.07 meV; with it along y, B is unchanged, because y separates. In these two orientations the subband edge lies at 92 meV. With the heavy mass along the wire, the adiabatic binding rises to 3.2 meV, but that edge stays at 150 meV, above the other two. For the heavy mass along the widened direction the abrupt ends matter more, and the full binding is only 0.045 meV. These two small values hold for the single-valley effective-mass model only. The widening is about two atomic layers, and the valley splitting along the heavy axis, up to about 2 meV at these widths, changes with the layer count. In a two-valley tight-binding chain of 4.5 to 5.2 nm the adiabatic binding of the lowest level ranges from about 0.03 to 0.1 meV. Two other corrections, each made alone to the adiabatic 1.24 meV with rough inputs, lower the binding. An oxide barrier of 3 eV with mass 0.5 mₑ gives 0.57 meV, since the wave enters the oxide and its level depends less on the width. A nonparabolicity of 0.5 eV⁻¹ gives 1.09 meV at the 150 meV edge and 1.14 meV at the 92 meV edge.

The conditions of use matter more. The thermal energy at 300 K is 25.9 meV, whereas B corresponds to 14 K. With a transport mass of 0.2 mₑ, a mobility of 200 cm²/Vs implies a collision broadening ħ/τ of about 29 meV. A field of 0.001 MV/cm already drops B over one decay length, and 0.05 V across a 20 nm channel makes 0.025 MV/cm. Within these estimates the bulge gives no separate level in a working room-temperature transistor. In the hard-wall adiabatic model, resolving one would require a temperature well below 14 K, a broadening well below 1 meV, a nearly flat band, and a uniform wire much longer than 12 nm on either side. The corrections above tighten these limits. With the abrupt ends and the oxide barrier on the x-walls taken together, the binding is about 0.5 meV and the decay length about 20 nm. Nonparabolicity lowers the binding further to about 0.45 meV, or 5 K. One effect left out acts the other way: the image self-energy of an electron in silicon surrounded by oxide falls as the wire widens. For an ungated cylinder of equal area with permittivities 11.7 and 3.9 it is about 35 meV. Taken locally, its change deepens the well by about 0.85 meV and raises the adiabatic oxide-barrier binding from 0.57 to about 0.8 meV. The real-wire figures are therefore rough, and they remain far below the room-temperature scales.

Calculated quantities

```
wire width W = 5.00 nm, widening = 0.25 nm
bulge length L = 5.00 nm, mass = 0.20 m_e
A = hbar^2/2m = 190.499 meV nm^2
one-direction level, width W = 75.206 meV
one-direction level, widened = 68.214 meV
subband edge of uniform wire = 150.412 meV
well depth V0 = 6.9919 meV
xi0 = 0.47895, s = xi0^2 = 0.22940
xi = 0.43446, eta = 0.20160
adiabatic binding B = 1.2388 meV = 1.9847e-22 J
1D grid binding = 1.2388 meV
adiabatic total energy = 149.173 meV
decay constant = 0.08064 1/nm, length = 12.40 nm
outside probability: formula 0.6848, grid 0.6848
weak-binding Bw = 1.6039 meV, Bw/B = 1.2948
first-order ratio 1+4s/3 = 1.3059
binding, eta to s^2 = 1.1509 meV
binding, eta to s^3 = 1.2681 meV
weak binding, linearized depth = 1.8556 meV
linearized depth = 7.5206 meV
widening 0.05 nm: B 0.0677, Bw 0.0720 meV, ratio 1.064
widening 0.10 nm: B 0.2486, Bw 0.2798 meV, ratio 1.126
widening 0.25 nm: B 1.2388, Bw 1.6039 meV, ratio 1.295
widening 0.50 nm: B 3.6344, Bw 5.5893 meV, ratio 1.538
widening 1.00 nm: B 9.0153, Bw 17.3250 meV, ratio 1.922
widening for 10 % excess of Bw = 0.0789 nm
full 2D binding, one wall moved = 1.0202 meV
same with half the modes = 1.0199 meV
2D grids: 0.9929, 1.0095 meV
2D grid, extrapolated = 1.0204 meV
full 2D total energy = 149.392 meV
full 2D binding, both walls moved = 1.1232 meV
ratios: B/full 1.2143, Bw/full 1.5722
L 5 nm: B 1.2388, full 1.0202 meV, cut 0.573 nm
L 10 nm: B 3.0407, full 2.8610 meV, cut 0.573 nm
L 15 nm: B 4.2683, full 4.1553 meV, cut 0.573 nm
heavy mass 0.9 along x: depth 1.5538 meV
heavy mass along x: binding 0.0742 meV
barrier 3.0 eV, oxide mass 0.5 m_e
finite barrier: depth 4.5486, binding 0.5685 meV
nonparabolicity 0.5 1/eV: binding 1.0867 meV
thermal energy at 300 K = 25.85 meV
B/k_B = 14.38 K
mobility 200 cm2/Vs: time 22.7 fs
collision broadening hbar/tau = 28.9 meV
field dropping B over decay length = 0.00100 MV/cm
field of 0.05 V over 20 nm = 0.0250 MV/cm
```
